# Determinantal partition function and equal-time Green's function of the Hubbard model, part 2

The Hubbard model on $N$ sites, with $U\ge0$ and $H=K+V$, is

$$K=\sum_{\sigma}\sum_{ij}c^\dagger_{i\sigma}k_{ij}c_{j\sigma},\qquad V=U\sum_i\left(n_{i\uparrow}-\tfrac12\right)\left(n_{i\downarrow}-\tfrac12\right).\tag{1}$$

The real symmetric $k$ holds hoppings $-t$, site energies $\epsilon_i$ and $-\mu$. Energies are in units of $t$, times in $1/t$, $\hbar=k_B=1$. With $Z=\operatorname{Tr}e^{-\beta H}$ and $\Delta\tau=\beta/L$,

$$Z_L=\operatorname{Tr}\left(e^{-\Delta\tau V}e^{-\Delta\tau K}\right)^L.\tag{2}$$

For $S=e^{-\Delta\tau K/2}e^{-\Delta\tau V}e^{-\Delta\tau K/2}=e^{-\Delta\tau H_{\rm eff}}$,

$$e^{-\Delta\tau V}e^{-\Delta\tau K}=e^{\Delta\tau K/2}\,S\,e^{-\Delta\tau K/2},\tag{3}$$

$$H_{\rm eff}=H+\Delta\tau^2\left(\tfrac1{12}[V,[V,K]]-\tfrac1{24}[K,[K,V]]\right)+O(\Delta\tau^4),\tag{4}$$

$$\ln Z_L-\ln Z=-\frac{\beta\,\Delta\tau^2}{24}\,\langle[V,[V,K]]\rangle+O(\Delta\tau^4).\tag{5}$$

Fields $s_{il}=\pm1$ (site $i$, slice $l$) decouple $V$:

$$e^{-\Delta\tau U(n_\uparrow-\frac12)(n_\downarrow-\frac12)}=\tfrac12e^{-\Delta\tau U/4}\sum_{s=\pm1}e^{\lambda s(n_\uparrow-n_\downarrow)},\qquad\cosh\lambda=e^{\Delta\tau U/2}.\tag{6}$$

A Gaussian field also works. For a product $\hat U$ of exponentials of bilinears $\sum_{ab}c^\dagger_aA_{ab}c_b$, and $M$ the same-order product of the $e^A$,

$$\hat Uc^\dagger_j=\sum_ic^\dagger_iM_{ij}\,\hat U,\qquad\hat U|0\rangle=|0\rangle,\tag{8}$$

$$\langle R|\hat U|T\rangle=\det M_{R,T},\tag{9}$$

$$\operatorname{Tr}\hat U=\sum_R\det M_{R,R}=\det(1+M),\tag{10}$$

where $R,T$ are sets of occupied modes. For a field $s$, with $\sigma=\pm1$ for $\uparrow,\downarrow$,

$$B_l^\sigma=\operatorname{diag}\left(e^{\sigma\lambda s_{il}}\right)e^{-\Delta\tau k},\qquad M^\sigma=B_L^\sigma\cdots B_1^\sigma,\tag{11}$$

$$Z_L=\left(\tfrac12e^{-\Delta\tau U/4}\right)^{NL}\sum_{\{s\}}w(s),\qquad w(s)=\det(1+M^\uparrow)\det(1+M^\downarrow).\tag{12}$$

The diagonal factor is also written $e^{\sigma\lambda s_l}$. With $\langle O\rangle_s=\operatorname{Tr}[\hat U_sO]/\operatorname{Tr}\hat U_s$,

$$G^\sigma_{ij}(s)=\langle c_{i\sigma}c^\dagger_{j\sigma}\rangle_s=\left[(1+M^\sigma)^{-1}\right]_{ij},\qquad\langle c^\dagger_{j\sigma}c_{i\sigma}\rangle_s=\delta_{ij}-G^\sigma_{ij},\tag{14}$$

$$G_L^\sigma=\frac{\sum_sw(s)\,G^\sigma(s)}{\sum_sw(s)},\tag{15}$$

$$G(l)=\left(1+B_l\cdots B_1B_L\cdots B_{l+1}\right)^{-1},\qquad G(l+1)=B_{l+1}G(l)B_{l+1}^{-1},\tag{16}$$

$$\langle c^\dagger_ic_jc^\dagger_pc_q\rangle_s=(\delta_{ij}-G_{ji})(\delta_{pq}-G_{qp})+(\delta_{iq}-G_{qi})\,G_{jp}.\tag{17}$$

In the singular case $\det(1+M)=0$, $\operatorname{Tr}[\hat Uc_ic_j^\dagger]=[\operatorname{adj}(1+M)]_{ij}$ still holds.

The text opened with one field on a two-site, four-slice dimer: Fock-space trace $1\,215\,666.22$, determinants $5266.9627$ and $230.8097$, and $\langle c_{1\downarrow}c^\dagger_{2\downarrow}\rangle_s=-2.219$.

### Trotter error of the Green's function

By (3), an operator $O$ at the right end of the trace has the average

$$\langle O\rangle_L=\frac{\operatorname{Tr}\left[S^Le^{-\Delta\tau K/2}Oe^{\Delta\tau K/2}\right]}{Z_L}=\langle O\rangle_S-\frac{\Delta\tau}2\langle[K,O]\rangle_S+O(\Delta\tau^2),\tag{18}$$

where $\langle\cdot\rangle_S$ is the thermal average in $H_{\rm eff}$ and differs from the exact one at $O(\Delta\tau^2)$ by (4). In the occupation basis $K$ and $S$ are real symmetric matrices. If $O$ is too, $[K,O]$ is antisymmetric and its trace with the symmetric $S^L$ is zero. Such observables, the double occupancy among them, have errors of order $\Delta\tau^2$.

For $i\neq j$ the operator $c_ic_j^\dagger$ is not symmetric. With $h=e^{-\Delta\tau k/2}$, each slice matrix is $B_l=h^{-1}\left(h\,e^{\sigma\lambda s_l}h\right)h$. Then $1+M=h^{-1}(1+M_{\rm sym})h$, the weights are unchanged, and after the average (15)

$$G_L=e^{\Delta\tau k/2}G_{\rm sym}e^{-\Delta\tau k/2}=G+\frac{\Delta\tau}2[k,G]+O(\Delta\tau^2),\tag{19}$$

where $G_{\rm sym}=\langle c_ic_j^\dagger\rangle_S=G+O(\Delta\tau^2)$ and $G$ is exact. The matrix $G_{\rm sym}$ is symmetric, because transposing inside the trace turns $S^Lc_ic^\dagger_j$ into $c_jc^\dagger_iS^L$; the same holds for $G$. The first-order term is the commutator of two symmetric matrices and is antisymmetric. It vanishes when $G$ commutes with $k$, as on a translation-invariant lattice with one site per cell, where both are diagonal in momentum. With several inequivalent sites per cell, translation symmetry makes them only block diagonal, and the term in general survives. Otherwise it is removed by forming $hG_Lh^{-1}$.

### The dimer

The opening numbers belong to round model parameters: $t=1$, $U=4$, $\epsilon=(+0.5,-0.5)$, $\mu=1$, $\beta=2$, $L=4$, $\Delta\tau=0.5$. Then $\cosh\lambda=e^{1}=2.718282$, $\lambda=1.657454$, $e^\lambda=5.245940$, $e^{-\lambda}=0.190624$, and

$$k=\begin{pmatrix}-0.5&-1\\-1&-1.5\end{pmatrix},\qquad e^{-\Delta\tau k}=\begin{pmatrix}1.47913&0.86797\\0.86797&2.34710\end{pmatrix}.$$

The field is $(s_{1l},s_{2l})=(+,-),(+,-),(+,+),(-,+)$ for $l=1,\dots,4$. By (11) the field scales the rows: the first row of $B_1^\uparrow$ is $5.245940\times(1.47913,\,0.86797)=(7.75941,\,4.55333)$ and the second is $0.190624\times(0.86797,\,2.34710)=(0.16546,\,0.44741)$. The four-slice products are

$$M^\uparrow=\begin{pmatrix}183.810&113.074\\5805.624&3579.618\end{pmatrix},\qquad M^\downarrow=\begin{pmatrix}192.905&512.115\\13.150&34.921\end{pmatrix}.$$

For two modes (10) reads $\det(1+M)=1+\operatorname{tr}M+\det M$. From (11) and $\det e^A=e^{\operatorname{tr}A}$,

$$\det M^\sigma=e^{\sigma\lambda\sum_{il}s_{il}}\,e^{-\beta\operatorname{tr}k}.\tag{20}$$

Here $\sum s=2$ and $\operatorname{tr}k=-2$, so $\det M^\uparrow=5.245940^2\,e^4=27.51989\times54.59815=1502.535$ and $\det M^\downarrow=54.598/27.520=1.984$. The determinants are $1+3763.428+1502.535=5266.963$ and $1+227.826+1.984=230.810$, matching $5266.9627$ and $230.8097$. Their product is the Fock-space trace quoted at the start. The direct evaluation $184.81001\times3580.61779-113.07434\times5805.62358=661\,734.0-656\,467.1$ loses two digits to cancellation. At fixed $\Delta\tau$ the singular values of $M$ can spread exponentially with the number of factors: already for $U=0$ they are $e^{-\beta\varepsilon_\alpha}$, with largest ratio $e^{\beta(\varepsilon_{\max}-\varepsilon_{\min})}$. At large $\beta$ the small ones are then lost to rounding unless the product is kept in factorized form.

Equation (14) is the adjugate over the determinant: $G^\uparrow_{11}=3580.618/5266.963=0.67983$, $G^\downarrow_{11}=35.921/230.810=0.15563$, and $G^\downarrow_{12}=-512.115/230.810=-2.2188$, while $G^\downarrow_{21}=-0.05697$. By (17) the double occupancy of site 1 in this field is $0.32017\times0.84437=0.2703$.

The 256 weights sum to $5.840611\times10^8$, so this field has probability $1.215666\times10^6/5.840611\times10^8=0.002081$. Reversing every $s$ exchanges the two determinants and leaves $w$ unchanged. The largest weight, $w=9.108\times10^7$, therefore belongs to two fields, $(+,-)$ in every slice and its reverse, each with probability $0.156$. The prefactor is $(e^{-0.5}/2)^8=7.154546\times10^{-5}$, and (12) gives $Z_4=41\,786.92$, equal to the field-free trace (2). With $\Omega=-\ln Z/\beta$ and $D_1$ the double occupancy of site 1:

| $L$ | $\Omega/t$ | $G_{L,12}$ | $G_{L,21}$ | $G_{{\rm sym},12}$ | $D_1$ |
|---|---|---|---|---|---|
| 2 | −5.55071 | −0.54861 | −0.27688 | −0.38193 | 0.03619 |
| 4 | −5.32017 | −0.35267 | −0.24756 | −0.29371 | 0.06677 |
| 8 | −5.23777 | −0.27004 | −0.22863 | −0.24805 | 0.08348 |
| exact | −5.20827 | −0.23027 | −0.23027 | −0.23027 | 0.09029 |

The exact state has $\langle[V,[V,K]]\rangle=-11.48144\,t^3$, so (5) predicts $\ln(Z_L/Z)\approx(2\times11.48144/24)\,\Delta\tau^2=0.95679\,(t\Delta\tau)^2$. At $L=8$ this is $0.95679\times0.0625=0.0598$, against $2\times(5.23777-5.20827)=0.0590$ from the table. At $L=4$ it is $0.239$ against $0.224$. At $L=256$ the Fock-space trace gives the coefficient $0.95678$. With exact $G_{11}=0.48443$ and $G_{22}=0.40175$,

$$\tfrac12[k,G]_{12}=\tfrac12\left[(k_{11}-k_{22})G_{12}+k_{12}(G_{22}-G_{11})\right]=\tfrac12(-0.23027+0.08268)=-0.0738,$$

and $(G_{L,12}-G_{L,21})/2\Delta\tau$ at $L=256$ is also $-0.0738\,t$. Between $L=128$ and $256$ the deviations from the exact values fall by the factor $4.000$ for $Z_L$, $G_{\rm sym}$ and the double occupancy, and by $2.004$ for $G_L$. At $L=4$ the discretization is coarse: $D_1$ lies 26% below the exact value.

### The sign of the weight

Monte Carlo sampling needs a non-negative probability, and (12) does not guarantee one. In the dimer every weight is positive, the smallest at $L=4$ being $15\,756$. For $t>0$ the matrix $-k$ plus a constant has non-negative entries, so $e^{-\Delta\tau k}$ and $M$ do too; $\operatorname{tr}M$ is then positive, and $\det M>0$ by (20).

A general guarantee exists when the hopping connects only two different sublattices and the diagonal of $k$ vanishes ($\mu=0$, no site energies). Let $D$ be diagonal with $+1$ on one sublattice and $-1$ on the other. Every nonzero $k_{ij}$ has $D_{ii}D_{jj}=-1$, so $DkD=-k$ and $De^{\Delta\tau k}D=e^{-\Delta\tau k}$. Inversion and transposition each reverse a product, so together they keep its order: $(M^\uparrow)^{-T}=(B^\uparrow_L)^{-T}\cdots(B^\uparrow_1)^{-T}$ with $(B_l^\uparrow)^{-T}=e^{-\lambda s_l}e^{\Delta\tau k}$. As $D$ commutes with diagonal matrices and $D^2=1$, $D(B_l^\uparrow)^{-T}D=B_l^\downarrow$ and $M^\downarrow=D(M^\uparrow)^{-T}D$. Then $\det(1+M^\downarrow)=\det(1+(M^\uparrow)^{-1})=\det(1+M^\uparrow)/\det M^\uparrow$, and (20) with $\operatorname{tr}k=0$ gives

$$w(s)=e^{-\lambda\sum_{il}s_{il}}\left[\det(1+M^\uparrow)\right]^2\ge0.\tag{21}$$

Also $(1+M^{-T})^{-1}=M^T(1+M^T)^{-1}=1-(1+M^T)^{-1}$, so $G^\downarrow=D(1-G^{\uparrow T})D$. Its diagonal says $\langle n_{i\uparrow}\rangle_s+\langle n_{i\downarrow}\rangle_s=1$: the system is half filled in every field. The separate determinants may still be negative. On a four-site ring with $U=4$, $\Delta\tau=1$, $L=4$ ($\lambda=2.688536$), the field $++--,\ +-+-,\ -++-,\ -+-+$ has $\sum s=0$, both determinants equal $-2.323846\times10^{10}$, and $w=5.400260\times10^{20}$. A nonzero $\mu$ spoils $DkD=-k$, and the relation between the determinants no longer holds for every field.

A triangle has no two sublattices. With $U=4$, $\mu=0$, $\Delta\tau=1$, $L=3$ and the field $-++,\ +-+,\ ++-$, the determinants are $-5.703\times10^6$ for spin up and $+4.214\times10^4$ for spin down, so $w=-2.403\times10^{11}$. The sign comes from the two-particle sector of spin up. For a $3\times3$ matrix the principal $2\times2$ minors are the diagonal cofactors, so they sum to $\det M\operatorname{tr}M^{-1}$, with $\det M^\uparrow=e^{3\lambda}$ by (20). The inverse is a product of factors $e^{\Delta\tau k}e^{-\lambda s_l}$, the propagator of the hole. With $P$ the projector on the uniform vector, all of whose entries are $\frac13$, $k$ has eigenvalue $-2$ on $P$ and $+1$ on $1-P$. Thus $e^{k}=e^{-2}P+e\,(1-P)$ has off-diagonal elements $(e^{-2}-e)/3=-0.861$. The factor $e^{-\lambda s_l}$ is $e^{+\lambda}$ on site $l$ and $e^{-\lambda}$ elsewhere, so the dominant path carries the hole once around the triangle and contributes $e^{3\lambda}(-0.861)^3$ to the trace. The leading term of the determinant is $e^{6\lambda}(-0.861)^3=1.013\times10^7\times(-0.638)=-6.5\times10^6$. Other paths carry at least one factor $e^{-2\lambda}$, and the other sectors, all positive, scale at most as $e^{3\lambda}$; together these terms make up the difference to $-5.7\times10^6$. One circuit of the hole exchanges the two electrons, and the minus sign is that of the exchange.

Equations (12) and (15) remain exact when weights are negative: the 512 terms give $Z_3=13\,504\,346.01$, equal to the trace (2), with 12 of them negative. Sampling then uses $|w|$, and (15) becomes $\langle\operatorname{sgn}(w)\,G\rangle_{|w|}/\langle\operatorname{sgn}w\rangle_{|w|}$. The denominator $\sum w/\sum|w|$ is $0.9067$ here, and the statistical error of the ratio grows as that denominator approaches zero.

The numerical check that follows tests (8)–(10), (14), (16), (17) and the singular case against explicit Fock-space matrices for random complex generators, (6) and its Gaussian form on the four states of one site, (4), (5), (12), (15) and (19) on the dimer, (21) and the relation between $G^\downarrow$ and $G^\uparrow$ on the ring, and (12), (15) and the negative weight on the triangle.

## Calculated quantities

```
dimer: t=1.0 U=4.0 mu=1.0 eps=0.5,-0.5 (unit t); beta=2.0 (1/t)
L=4, dt=0.5 (1/t); k (unit t) = [-0.50000 -1.00000; -1.00000 -1.50000]
all numbers below are dimensionless unless a unit is given
cosh lam = 2.718282, lam = 1.657454, e^lam = 5.245940, e^-lam = 0.190624
exp(-dt k) = [1.47913 0.86797; 0.86797 2.34710]
slice 1 s=(+1,-1) B_up=[7.75941 4.55333; 0.16546 0.44741]
        B_dn=[0.28196 0.16546; 4.55333 12.31274]
slice 2 s=(+1,-1) B_up=[7.75941 4.55333; 0.16546 0.44741]
        B_dn=[0.28196 0.16546; 4.55333 12.31274]
slice 3 s=(+1,+1) B_up=[7.75941 4.55333; 4.55333 12.31274]
        B_dn=[0.28196 0.16546; 0.16546 0.44741]
slice 4 s=(-1,+1) B_up=[0.28196 0.16546; 4.55333 12.31274]
        B_dn=[7.75941 4.55333; 0.16546 0.44741]
M_up = [183.81001 113.07434; 5805.62358 3579.61779]
M_dn = [192.90493 512.11511; 13.15021 34.92084]
det(1+M_up) = 5266.9627, det(1+M_dn) = 230.8097
weight w = 1215666.22, Fock trace = 1215666.22
G_up(s) = [0.67983 -0.02147; -1.10227 0.03509]
G_dn(s) = [0.15563 -2.21878; -0.05697 0.84011]
double occupancy site 1 for this s = 0.270345
L=2: 16 fields, Z_L = 66264.99325 (Fock Trotter 66264.99325), Omega = -5.55071 t
  G_L = [0.48942 -0.54861; -0.27688 0.45320], G_sym = [0.55106 -0.38193; -0.38193 0.39155]
  double occupancy = 0.036188, 0.097135
L=4: prefactor = 7.154546e-05, sum w = 5.840611e+08, P(s) = 0.002081
L=4: min w = 15756.11, max w = 91077650.41
L=4: 256 fields, Z_L = 41786.92034 (Fock Trotter 41786.92034), Omega = -5.32017 t
  G_L = [0.48872 -0.35267; -0.24756 0.42028], G_sym = [0.50153 -0.29371; -0.29371 0.40748]
  double occupancy = 0.066770, 0.174408
L=8: 65536 fields, Z_L = 35437.96974 (Fock Trotter 35437.96974), Omega = -5.23777 t
  G_L = [0.48605 -0.27004; -0.22863 0.40665], G_sym = [0.48862 -0.24805; -0.24805 0.40408]
  double occupancy = 0.083483, 0.209103
exact: Z = 33407.50749, Omega = -5.20827 t
  G = [0.48443 -0.23027; -0.23027 0.40175], double occupancy = 0.090286, 0.221999
<[V,[V,K]]> = -11.48144 t^3
ln(Z_L/Z)/dt^2 at L=256: 0.95678 t^2, predicted 0.95679 t^2
(G12-G21)/(2dt) at L=256: -0.07380 t, [k,G]_12/2 = -0.07380 t
error ratio L=128/256: Z 4.000, G_L 2.004, G_sym 4.000, double occ 4.000
rings: U=4 t, mu=0, dt=1/t, lam = 2.688536
4-ring L=4, s = ++--, +-+-, -++-, -+-+ :
  det_up = -2.323846e+10, det_dn = -2.323846e+10, w = 5.400260e+20
triangle L=3, s = -++, +-+, ++- :
  det_up = -5.703479e+06, det_dn = 4.213536e+04, w = -2.403182e+11
  negative weights: 12 of 512, average sign = 0.906664
  Z_L field sum = 13504346.0099, Fock Trotter = 13504346.0099
```
